\section*{Choosing the Attenuation Order in Y-Function Extraction of Transistor Parameters}

\section{What a straight line can hide}

A model transistor with low-field mobility $300\ \mathrm{cm^2/(V\,s)}$, threshold $0.400$ V and series resistance $40\ \Omega$ is analysed by fitting a straight line to its Y-function. The fit returns a mobility of $337\ \mathrm{cm^2/(V\,s)}$ and a threshold of $0.421$ V. If the first-order mobility attenuation is known independently, the same fit gives a series resistance of $81\ \Omega$. There is no noise in these data, and the resistance has cancelled from the Y-function as intended. The errors come from a second-order term in the mobility, which the straight line leaves out.

The setting discussed here is the attenuation order of the fit: whether the mobility law stops at the first power of the gate overdrive or includes the second. It belongs to the analysis of a current--voltage curve, measured or simulated, and not to an electronic-structure calculation that might supply a mobility. The gate window and the gate step are chosen along with it.

\section{The current with series resistance}

Let $V_G$ and $V_D$ be the gate and drain voltages relative to the external source terminal, and $V_T$ the threshold. The channel has width $W$, length $L$ and insulator capacitance per area $C_{ox}$. Resistances $R_S$ and $R_D$ connect it to the source and drain terminals, so its ends are at
\begin{equation}
V_1=IR_S,\qquad V_2=V_D-IR_D .
\end{equation}
The model is a long channel in strong inversion and in the linear region, with drift current only. The mobility $\mu$ is taken as uniform along the channel. Current continuity, $I\,dy=W\mu C_{ox}(V_G-V_T-V)\,dV$, integrates to
\begin{align}
IL&=W\mu C_{ox}\left[(V_G-V_T)(V_2-V_1)-\tfrac12(V_2^2-V_1^2)\right]\nonumber\\
&=W\mu C_{ox}\,x_i\,(V_2-V_1),\qquad x_i=V_G-V_T-\tfrac12(V_1+V_2).
\end{align}
Here $x_i$ is the mean internal overdrive. The mobility law is
\begin{equation}
\mu=\frac{\mu_0}{1+\theta_{10}x_i+\theta_2x_i^2}.
\end{equation}
The gain factor is $\beta=\mu_0C_{ox}W/L$; it carries the low-field mobility. Inserting the end potentials gives
\begin{equation}
x_i=x-\tfrac12 I(R_S-R_D),\qquad x=V_G-V_T-\tfrac12V_D .
\label{xi}
\end{equation}
For $R_S=R_D=R/2$ the two ohmic shifts cancel and $x_i=x$. Since $V_2-V_1=V_D-IR$,
\begin{equation}
I\,(1+\theta_{10}x+\theta_2x^2)=\beta x\,(V_D-IR).
\end{equation}
Dividing by $\beta xI$ and moving $R$ to the other side,
\begin{equation}
\frac{V_D}{I}=R+\frac1\beta\left(\frac1x+\theta_{10}+\theta_2x\right)
=\frac1\beta\left(\frac1x+\theta_1+\theta_2x\right),\qquad \theta_1=\theta_{10}+\beta R .
\label{rtotal}
\end{equation}
A constant resistance therefore acts on the terminal current just as first-order attenuation does. One device yields their sum $\theta_1$, not the two parts.

\section{Why the resistance cancels}

The Y-function is $Y=I/\sqrt{g_m}$, with $g_m=dI/dV_G$ at fixed $V_D$. Because $d(1/I)/dV_G=-g_m/I^2$,
\begin{equation}
\frac1{Y^2}=\frac{g_m}{I^2}=-\frac{d}{dV_G}\frac1I .
\end{equation}
Any term of $1/I$ that does not depend on $V_G$ disappears. With $A=\beta V_D$ and $dx/dV_G=1$, equation (\ref{rtotal}) gives
\begin{equation}
\frac1{Y^2}=\frac1A\left(\frac1{x^2}-\theta_2\right),\qquad
Y=\frac{\sqrt A\,x}{\sqrt{1-\theta_2x^2}} .
\label{Y}
\end{equation}
Neither $R$ nor $\theta_{10}$ appears. The formula needs $x>0$, a positive current and $\theta_2x^2<1$. The last condition says that $g_m$ is positive: for $\theta_2>0$ the model current has its maximum at $x=\theta_2^{-1/2}$, where $Y$ diverges.

If $\theta_2=0$, then $Y=\sqrt A\,(V_G-V_T-V_D/2)$. The squared slope divided by $V_D$ is $\beta$, and the zero of the line lies at $V_T+V_D/2$. If $\theta_2\neq0$, the resistance still cancels but $Y$ is curved. Cancellation of resistance and straightness of $Y$ are separate properties.

\section{The bias of the first-order setting}

\subsection{A narrow window}

A fit over a narrow window at $x_0$ is a tangent. Differentiating the logarithm of (\ref{Y}),
\begin{equation}
\frac{Y'}{Y}=\frac1x+\frac{\theta_2x}{1-\theta_2x^2}=\frac1{x(1-\theta_2x^2)} .
\end{equation}
With $q=\theta_2x_0^2$, the slope is $Y'=\sqrt A\,(1-q)^{-3/2}$. The tangent reaches zero a distance $Y/Y'=x_0(1-q)$ below $x_0$, at overdrive $x_0q$ instead of zero. The apparent gain $\beta_a$ and threshold error are therefore
\begin{equation}
\beta_a=\frac{\beta}{(1-q)^3},\qquad \delta V_T=\theta_2x_0^3 .
\label{tangent}
\end{equation}
The apparent gain and the apparent threshold are both too large for $\theta_2>0$ and too small for $\theta_2<0$. The apparent attenuation follows from using these values in the first-order law:
\begin{align}
\theta_a&=\frac{\beta_aV_D}{I}-\frac1{x_0(1-q)}
=\frac{1}{(1-q)^3}\left[\frac1{x_0}+\theta_1+\theta_2x_0-\frac{(1-q)^2}{x_0}\right]\nonumber\\
&=\frac{\theta_1+\theta_2x_0(3-q)}{(1-q)^3}.
\end{align}
The last step uses $\theta_2x_0=q/x_0$ and $1+q-(1-q)^2=q(3-q)$.

\subsection{A finite window}

Now fit a line by least squares, with uniform weight, on $c-h\le x\le c+h$, where $h<c$. To first order in $\theta_2$, $Y/\sqrt A=x+\tfrac12\theta_2x^3$. Put $x=c+hu$ with $-1\le u\le1$:
\begin{equation}
x^3=c^3+3c^2hu+3ch^2u^2+h^3u^3 .
\end{equation}
The best line replaces $u^2$ by its mean $1/3$, and $u^3$ by $\tfrac35u$, because $\int u^4du/\int u^2du=\tfrac35$. The fitted line is
\begin{equation}
\frac{Y}{\sqrt A}\simeq c+\tfrac12\theta_2(c^3+ch^2)+\left(1+\tfrac12\theta_2B\right)(x-c),\qquad B=3c^2+\tfrac35h^2 .
\end{equation}
Squaring the slope gives the gain error. Solving for the zero and keeping first order gives the threshold error:
\begin{align}
\frac{\delta\beta}{\beta}&=\theta_2\left(3c^2+\tfrac35h^2\right),\\
\delta V_T&=\tfrac12\theta_2\left[cB-(c^3+ch^2)\right]=\theta_2\left(c^3-\tfrac15ch^2\right).
\label{window}
\end{align}
For $h\to0$ these become the leading terms of (\ref{tangent}). The centre of the window matters more than its width. To first order in $\theta_2$, and since $h<c$, narrowing the window at fixed centre lowers the gain bias by less than one sixth, and it raises the threshold bias by less than one quarter.

The plot gives little warning. The part of $\tfrac12\theta_2x^3$ that a line cannot follow is mainly $\tfrac32\theta_2ch^2(u^2-\tfrac13)$. For $\theta_2=0.1\ \mathrm{V^{-2}}$, $c=0.6$ V and $h=0.3$ V, it equals $0.0081\times\tfrac23=0.0054$ V at the window ends, on a span of $0.6$ V. The line absorbs most of the cubic term into its slope and intercept, which are the quantities wanted.

\section{The second-order setting}

Adding a constant $\kappa$ to $1/Y^2$ defines a transformed function $Z$:
\begin{equation}
\frac1{Z^2}=\frac1{Y^2}+\kappa,\qquad Z=\frac{Y}{\sqrt{1+\kappa Y^2}} .
\end{equation}
From (\ref{Y}), with $\lambda=\kappa A-\theta_2$,
\begin{equation}
Z=\frac{\sqrt A\,x}{\sqrt{1+\lambda x^2}},\qquad
Z'=\frac{\sqrt A}{(1+\lambda x^2)^{3/2}},\qquad
Z''=-\frac{3\sqrt A\,\lambda x}{(1+\lambda x^2)^{5/2}} .
\end{equation}
For $x>0$ and $1+\lambda x^2>0$, the curvature has the sign of $-\lambda$ and vanishes only at $\lambda=0$. There $Z=\sqrt A\,x$ is straight and $\kappa=\theta_2/A$.

In practice one fits a parabola to $Z$ and varies $\kappa$ until the quadratic coefficient is zero. On a continuous window that coefficient is proportional to $\int P_2(u)Z\,du$, with $P_2=\tfrac12(3u^2-1)=\tfrac18\,d^2(1-u^2)^2/du^2$. Two integrations by parts, whose end terms vanish, turn the integral into $\tfrac18\int(1-u^2)^2\,(d^2Z/du^2)\,du$. The weight is positive, so the coefficient also changes sign only at $\lambda=0$. The search has one unknown and one root.

The gate step $s$ needs care. Differencing $1/I$ rather than $I$ keeps the cancellation exact for finite $s<x$:
\begin{equation}
\frac1{Y_s^2}=\frac{1/I(x-s)-1/I(x+s)}{2s}
=\frac1A\left(\frac1{x^2-s^2}-\theta_2\right),
\end{equation}
because $1/(x-s)-1/(x+s)=2s/(x^2-s^2)$ and the constant $\theta_1$ drops out. At the correct $\kappa$ one has $Z_s^2=A(x^2-s^2)$, so $\sqrt{Z_s^2+As^2}$ is the desired straight line. The value of $A$ comes from the fitted slope, and the correction is repeated until it settles.

The procedure is then:
\begin{enumerate}
\item Form $Y_s$ from differences of $1/I$.
\item Find the $\kappa$ for which the step-corrected $Z$ has no fitted curvature.
\item From its slope $m$ and zero $V_0$, take $\beta=m^2/V_D$, $V_T=V_0-V_D/2$ and $\theta_2=\kappa m^2$.
\item Average $\theta_1=\beta V_D/I-1/x-\theta_2x$ over the window.
\end{enumerate}

\section{A worked case}

The opening example has $W=10\ \mu$m, $L=1\ \mu$m and a 2 nm insulator of relative permittivity 3.9. These are round model parameters. They give $C_{ox}=0.01727\ \mathrm{F/m^2}$ and
\begin{equation}
\beta=0.0300\times0.01727\times10=5.18\times10^{-3}\ \mathrm{A/V^2}.
\end{equation}
With $V_D=20$ mV, $R=40\ \Omega$, $\theta_{10}=0.200\ \mathrm{V^{-1}}$ and $\theta_2=0.100\ \mathrm{V^{-2}}$, one has $\beta R=0.207\ \mathrm{V^{-1}}$ and $\theta_1=0.407\ \mathrm{V^{-1}}$. The currents were found by solving the circuit equation numerically with a quadrature over the channel.

At $x=0.6$ V the current is $48.55\ \mu$A and $g_m=60.92\ \mu$A/V, so
\begin{equation}
Y=\frac{48.55\times10^{-6}}{\sqrt{60.92\times10^{-6}}}=6.22\times10^{-3}\ \mathrm{(A\,V)^{1/2}} .
\end{equation}
The resistance lowers this current by 9.7\% relative to the device without it. It changes $Y$ only at the level of numerical rounding.

For a tangent at $0.6$ V, $q=0.1\times0.36=0.036$. The gain error is $0.964^{-3}-1=11.6\%$ and the threshold error is $0.1\times0.216=21.6$ mV. For the window from $0.3$ to $0.9$ V, the first-order formulas give
\begin{align}
\delta\beta/\beta&=0.1\,(1.08+0.054)=11.3\%,\\
\delta V_T&=0.1\,(0.216-0.0108)\ \mathrm V=20.5\ \mathrm{mV}.
\end{align}
The actual line fit is high by 12.4\% and 20.7 mV. The formulas omit higher powers of $\theta_2$ and treat the 61 gate points as a continuum. They were tested at $\theta_2=0.01\ \mathrm{V^{-2}}$, where they hold within 2\% of the bias itself. The second-order setting recovers $\beta$, $V_T$, $\theta_1$ and $\theta_2$ to all printed digits, as it should for noiseless data that obey its law.

\section{Obtaining the resistance itself}

Cancelling $R$ from $Y$ does not measure it. Consider devices of several lengths that share $R$, $V_T$, $\theta_{10}$, $\theta_2$, $V_D$ and the overdrive window. By (\ref{Y}), their Y-functions differ only by the factor $\sqrt\beta$. A straight-line fit therefore gives every device the same ratio $k=\beta_a/\beta$ and the same threshold error $\delta$. Averaging over the window,
\begin{equation}
\theta_a=\left\langle\frac{\beta_aV_D}{I}-\frac1{x-\delta}\right\rangle
=R\beta_a+\left\langle k\left(\frac1x+\theta_{10}+\theta_2x\right)-\frac1{x-\delta}\right\rangle .
\end{equation}
The last average is the same for all lengths. A plot of the biased $\theta_a$ against the biased $\beta_a$ thus has slope $R$, without error from $\theta_2$. Its intercept is not $\theta_{10}$.

For lengths of 1 and $0.25\ \mu$m, the line fits give $\theta_a=0.6716$ and $1.3702\ \mathrm{V^{-1}}$, with $\beta_a=5.8216$ and $23.2865\ \mathrm{mA/V^2}$. Hence
\begin{equation}
R=\frac{1.3702-0.6716}{(23.2865-5.8216)\times10^{-3}}\ \Omega=40.0\ \Omega .
\end{equation}
The intercept is $0.439\ \mathrm{V^{-1}}$, more than twice the true $\theta_{10}$. A single device offers no such protection. Even with $\theta_{10}$ known, it gives $(0.6716-0.200)/(5.8216\times10^{-3})=81.0\ \Omega$, because the whole attenuation bias is assigned to the resistance.

\section{When the resistance does not cancel}

\subsection{Gate-dependent resistance}

Suppose the two resistances remain equal but their sum is $R_0+R_1x$. Equation (\ref{rtotal}) becomes
\begin{equation}
\frac{V_D}{I}=\frac1\beta\left[\frac1x+\theta_{10}+\beta R_0+(\theta_2+\beta R_1)x\right].
\end{equation}
The second-order fit returns $\theta_2+\beta R_1$, while $\beta$ and $V_T$ remain correct. For $R_1=-10\ \Omega/\mathrm V$ the apparent coefficient is $0.1-0.0518=0.0482\ \mathrm{V^{-2}}$, as the numerical extraction also finds. One sweep cannot tell the two causes apart, so a fitted $\theta_2$ should not be attributed to the mobility alone. Within this model, devices of several lengths can separate them: the apparent $\theta_2$ is linear in $\beta$ with slope $R_1$. The second-order setting is then needed for each device, since the ratio $k$ is no longer common to all lengths.

\subsection{Unequal source and drain resistances}

Let $\Delta=R_S-R_D$ and, for simplicity, $\theta_2=0$. By (\ref{xi}), $x_i=x-I\Delta/2$. To first order in $\Delta$, $1/x_i=1/x+I\Delta/(2x^2)$, where the current may be replaced by $Ax/(1+\theta_1x)$. With $a=\beta V_D\Delta/2$,
\begin{equation}
\frac{A}{I}=\frac1x+\theta_1+\frac{a}{x+\theta_1x^2}.
\end{equation}
Minus the derivative of this expression is $A/Y^2$:
\begin{equation}
\frac{A}{Y^2}=\frac1{x^2}\left[1+a\,\frac{1+2\theta_1x}{(1+\theta_1x)^2}\right],\qquad
\frac{\delta Y}{Y}=-\frac a2\,\frac{1+2\theta_1x}{(1+\theta_1x)^2}.
\end{equation}
Placing all $40\ \Omega$ at the source gives $a=5.18\times10^{-3}\times0.020\times20=0.00207$. At $x=0.6$ V, $Y$ falls by 0.10\% relative to the equal division, in agreement with the circuit solution. The error is proportional to $V_D$, which favours a small drain voltage as long as the current can still be measured well.

\section{Noise and the choice of setting}

Let each current reading carry an independent relative error $\epsilon$. The difference between the values of $1/I$ at $x-s$ and $x+s$, divided by $2s$, then has an error of about $\epsilon/(\sqrt2\,sI)$. Relative to $1/Y^2=g_m/I^2$, this is $\epsilon(I/g_m)/(\sqrt2\,s)$. At $x=0.6$ V, $I/g_m=48.55/60.92=0.797$ V. For $\epsilon=10^{-4}$ and $s=10$ mV the relative error of $1/Y^2$ is 0.56\%, and that of $Y$ is half as large. A wider step reduces the noise of each value of $Y$, and at the correct $\kappa$ its systematic effect has been removed. The scatter of the fitted parameters falls much more slowly. A wider step leaves fewer points in a fixed window, and because values of $Y$ share current readings, the scatter of the fit does not follow the noise of single values. In the case below, doubling the step from 10 to 20 mV lowers the gain scatter of the second-order extraction by less than a tenth.

In 200 simulated sweeps at this noise level, the straight line gave a gain error of $12.39\pm0.16\%$ and the second-order fit $0.03\pm0.53\%$, where the second figure is the scatter of a single sweep. The threshold errors were $20.7\pm0.3$ mV and $0.0\pm0.9$ mV. The fitted $\theta_2$ scattered by $0.0053\ \mathrm{V^{-2}}$. By the window formula, an error of that size in $\theta_2$ moves the gain by $1.134\times0.0053=0.6\%$, close to the scatter found. In this extraction from $Y$, the price of the second-order setting is thus mainly the uncertainty of $\theta_2$ passed on to $\beta$. It is not a limit set by the data. A least-squares fit of equation (\ref{rtotal}) to the same currents, weighted by their relative errors and with $\beta$, $V_T$, $\theta_1$ and $\theta_2$ free, has a gain scatter of only about 0.17\% by linear error propagation. Differencing is not itself the cause of the loss: a fit to the differences of $1/I$ that uses their full covariance has the same scatter. The extraction from $Y$ does worse because it gives all points equal weight and ignores that different values of $Y$ share current readings. When noise matters, that fit is the better way to include the second order.

The two settings have equal root-mean-square gain error when the line's bias is $\sqrt{0.53^2-0.16^2}=0.5\%$. In this window that corresponds to $|\theta_2|\simeq0.005/1.134=0.004\ \mathrm{V^{-2}}$, assuming that the scatter changes little with $\theta_2$. This leads to the following guidance.
\begin{itemize}
\item Run the second-order fit first and compare $\theta_2$ with its scatter over repeated sweeps. If it is clearly larger, the straight line is inadequate under the stated law, and the second order should be kept. For a real device, first check that the inversion charge is linear in gate voltage over the window, for instance by a split capacitance--voltage measurement. If it is not, a resolved $\theta_2$ does not show that the second-order gain is the better one.
\item If $\theta_2$ is not resolved, the straight line has less scatter than the second-order extraction from $Y$. The direct fit of equation (\ref{rtotal}) has a somewhat larger gain scatter than the line but avoids the bias from $\theta_2$, so it is worth trying first. If the straight line is kept, state the bias that $\theta_2$ may give it. Quote $\theta_2(3c^2+\tfrac35h^2)$, evaluated at the largest $|\theta_2|$ the data allow, as the possible relative gain error from this source. It does not include errors from an inversion charge that is not linear in gate voltage.
\item To reduce the bias that $\theta_2$ gives a straight line, lower the window centre. A 1\% gain error at $\theta_2=0.1\ \mathrm{V^{-2}}$ requires $c\simeq\sqrt{0.01/0.3}=0.18$ V in a narrow window. That close to threshold, however, the neglected diffusion current and gradual onset of inversion can cause a much larger error.
\item For series resistance, use several lengths at equal overdrive. If $V_T$ changes with length, shift the gate window with it.
\end{itemize}
An inversion charge linear in gate voltage is itself an approximation, because the surface potential still rises slowly in strong inversion. The resulting curvature can be read as a positive $\theta_2$ even when the mobility has no second-order term. In the window used here it can lower the extracted gain by ten percent or more, and the second-order setting can enlarge this error instead of removing it, whether it is applied through $Y$ or by the direct fit of equation (\ref{rtotal}).

The model also omits velocity saturation and short-channel effects. It neglects gate leakage and takes $C_{ox}$ as the whole gate capacitance, which can be poor approximations for an insulator as thin as 2 nm. The recovery shown in the numerical output tests the extraction under its stated law, not the adequacy of that law for a given transistor.

\section*{Values computed for the example and the checks}
\begin{verbatim}
W, L = 10.0, 1.0 um
insulator: 2.0 nm, permittivity 3.9
Cox = 0.01727 F/m^2
mu0 = 300.0 cm^2/(V s)
beta = 5.1797 mA/V^2
VT, VD = 0.400, 0.020 V; R = 40.0 ohm
theta10 = 0.200 1/V, theta2 = 0.100 1/V^2
beta*R = 0.2072 1/V, theta1 = 0.4072 1/V
window centre, half-width = 0.6, 0.3 V
gate step = 10.0 mV, points in fit = 61
x=0.3 V: VG=0.710 V, I=27.475 uA
  gm=80.235 uA/V, Y=0.003067 (A V)^0.5
x=0.6 V: VG=1.010 V, I=48.548 uA
  gm=60.923 uA/V, Y=0.006220 (A V)^0.5
x=0.9 V: VG=1.310 V, I=64.412 uA
  gm=45.439 uA/V, Y=0.009555 (A V)^0.5
R changes I at x=0.6 V by -9.71 %
R changes Y by at most 8.4e-15 (relative)
tangent: beta error = 11.63 %
tangent: VT shift = 21.60 mV
tangent: theta1 read = 0.6531 1/V
first-order line: beta error = 11.34 %
first-order line: VT shift = 20.52 mV
line: beta = 5.8216 mA/V^2
line: beta error = 12.39 %
line: mu0 = 337.18 cm^2/(V s)
line: VT = 0.42066 V
line: VT shift = 20.66 mV
line: theta1 = 0.6716 1/V
full: beta = 5.1797 mA/V^2
full: mu0 = 300.00 cm^2/(V s)
full: VT = 0.40000 V
full: theta1 = 0.4072 1/V, theta2 = 0.1000 1/V^2
L=1.00 um line: beta=5.8216 mA/V^2, theta1=0.6716 1/V
L=0.50 um line: beta=11.6433 mA/V^2, theta1=0.9045 1/V
L=0.25 um line: beta=23.2865 mA/V^2, theta1=1.3702 1/V
length series: R = 40.000 ohm
length series: theta10 read = 0.4388 1/V
one device, theta10 known: R read = 81.02 ohm
dR/dVG = -10.0 ohm/V: theta2 read = 0.0482 1/V^2
all R at source: Y change = -0.0995 %
  first-order formula = -0.0996 %
current noise = 0.010 %, sweeps = 200
noisy line: beta error = 12.39 +/- 0.16 %
noisy line: VT shift = 20.66 +/- 0.34 mV
noisy full: beta error = 0.03 +/- 0.53 %
noisy full: VT shift = 0.04 +/- 0.88 mV
noisy full: theta2 = 0.0998 +/- 0.0053 1/V^2
\end{verbatim}
